# Surface Green functions by decimation, applied to a growing graphene edge

## An edge with a crystal behind it

When graphene grows by vapour deposition, carbon attaches at the edge of a sheet that may already extend for micrometres. The electronic states available there are those of an edge atom joined to a crystal with, for practical purposes, no far end. How can they be calculated without storing that crystal?

Cut the crystal into identical layers \(m=0,1,2,\ldots\) parallel to the surface, thick enough that only neighbouring layers couple. The wavenumber along the surface is conserved and held fixed, so each layer is a small matrix. Let \(H_{00}\) be the Hermitian block of one layer and \(H_{01}\) the coupling from layer \(m\) to the deeper layer \(m+1\). The orbitals are taken as orthonormal and the electrons as independent. With \(z=E+i\eta\), \(\eta>0\), the Green function satisfies \((z-H)G=1\), and the density of states on a surface orbital, per spin, is

\[
\rho_\eta(E)=-\frac1\pi\,\mathrm{Im}\,G_{00}(E+i\eta).
\]

Each level is thereby drawn as a Lorentzian of half-width \(\eta\).

## Building the crystal one layer at a time

The direct approach stacks layers until the surface stops changing. Let \(G^{(M)}\) be the end block of the Green function for a slab of \(M\) layers, and place one more layer on top. The new layer obeys \((z-H_{00})G_{00}=1+H_{01}G_{10}\). The old slab is driven only through the new layer, so \(G_{10}=G^{(M)}H_{01}^\dagger G_{00}\). Substitution gives

\[
G^{(M+1)}=\left(z-H_{00}-H_{01}G^{(M)}H_{01}^\dagger\right)^{-1}.
\]

This is correct but slow, as a uniform chain shows. Take one orbital per site, site energy zero and hopping \(-t\). Write \(z=t(\lambda+\lambda^{-1})\) with \(|\lambda|<1\). Such a root exists because the two roots have product one, and \(|\lambda|=1\) would make \(z\) real.

Let \(D_M\) be the determinant of \(z-H\) for \(M\) sites. Expansion along the first row gives \(D_M=zD_{M-1}-t^2D_{M-2}\), with \(D_0=1\) and \(D_1=z\). The solution is

\[
D_M=t^M\,\frac{\lambda^{-(M+1)}-\lambda^{M+1}}{\lambda^{-1}-\lambda}.
\]

The end element of the inverse is a ratio of determinants:

\[
G^{(M)}=\frac{D_{M-1}}{D_M}=\frac{\lambda}{t}\,\frac{1-\lambda^{2M}}{1-\lambda^{2M+2}}.
\]

As \(M\to\infty\) this tends to \(G=\lambda/t\). Subtracting the limit leaves

\[
G^{(M)}-G=-\frac{\lambda^{2M+1}(1-\lambda^2)}{t\,(1-\lambda^{2M+2})}. \qquad (1)
\]

Inside the band, set \(E=2t\cos\theta\) with \(0<\theta<\pi\). At \(\eta=0\) the root is \(\lambda=e^{-i\theta}\), the sign being fixed by \(\mathrm{Im}\,G<0\). A small \(\eta\) changes \(\theta\) by \(\delta\theta=-i\eta/(2t\sin\theta)\), since \(dz=-2t\sin\theta\,d\theta\). Hence, to first order in \(\eta\) and away from the band edges,

\[
|\lambda|^{2M}\simeq e^{-2M\eta/s},\qquad s=2t\sin\theta=\sqrt{4t^2-E^2}. \qquad (2)
\]

The exponent describes a wave that travels to the back of the slab and returns, a path of \(2M\) sites, while \(\eta\) damps it. Until that echo has died, the surface reports the discrete levels of a slab. The required thickness grows as \(1/\eta\), and so does the number of layer additions.

## Removing every second layer

The stacking scheme spends one inversion on each layer although all the layers are alike. An operation that treats many identical layers at once should do better. Start from the equations for the first column of \(G\):

\[
(z-\varepsilon_s)G_{00}=1+\alpha G_{10},
\]
\[
(z-\varepsilon)G_{m0}=\beta G_{m-1,0}+\alpha G_{m+1,0}\quad(m\ge1),
\]

where initially \(\varepsilon_s=\varepsilon=H_{00}\), \(\alpha=H_{01}\) and \(\beta=H_{01}^\dagger\). Define \(g=(z-\varepsilon)^{-1}\). For every odd layer,

\[
G_{m0}=g\left(\beta G_{m-1,0}+\alpha G_{m+1,0}\right).
\]

Both layers on the right are even. Insert this expression into the equation for an even layer \(m\ge2\), whose two neighbours are odd:

\[
(z-\varepsilon)G_{m0}=\beta g\left(\beta G_{m-2,0}+\alpha G_{m0}\right)+\alpha g\left(\beta G_{m0}+\alpha G_{m+2,0}\right).
\]

The terms in \(G_{m0}\) move to the left:

\[
(z-\varepsilon-\alpha g\beta-\beta g\alpha)G_{m0}=\beta g\beta\,G_{m-2,0}+\alpha g\alpha\,G_{m+2,0}.
\]

The surface layer has a neighbour on one side only, so it gains one correction:

\[
(z-\varepsilon_s-\alpha g\beta)G_{00}=1+\alpha g\alpha\,G_{20}.
\]

These equations have the original form if the blocks are replaced by

\[
\begin{aligned}
\varepsilon_s&\to\varepsilon_s+\alpha g\beta, & \varepsilon&\to\varepsilon+\alpha g\beta+\beta g\alpha,\\
\alpha&\to\alpha g\alpha, & \beta&\to\beta g\beta,
\end{aligned}
\]

with the old blocks on every right-hand side. The retained layers are now \(0,2,4,\ldots\). Since the form is unchanged, the same elimination can be repeated. If the retained spacing is \(N\) before an iteration, removing every second retained layer makes it \(2N\). Starting from one, it is \(N=2^n\) after \(n\) iterations.

No approximation has entered: the unknowns are still the original blocks \(G_{00},G_{N0},G_{2N,0},\ldots\). The atoms have not moved; the distance that doubles is the one between layers still written explicitly. As a numerical test, one layer of three orbitals, with random matrix elements, was repeated to form a 20-layer slab, whose Green function was found by direct inversion at \(z=0.3+0.05i\), in the units of the random matrices. For \(N=1,2,4,8\) the resulting blocks satisfied the reduced equation with a relative residual of at most \(6.2\times10^{-15}\).

## What a truncated calculation means

After \(n\) iterations one drops \(\alpha\) and takes \((z-\varepsilon_s)^{-1}\). Dropping \(\alpha\) is the same as setting \(G_{N0}=0\). The equations for layers \(0\) to \(N-1\) then become those of a slab with nothing behind layer \(N-1\). Therefore

\[
(z-\varepsilon_s)^{-1}=G^{(N)},\qquad N=2^n.
\]

Stacking needs \(N-1\) additions to reach this slab; decimation needs \(n\) iterations. One addition costs an inversion and two matrix products. One iteration costs an inversion and six products if \(\alpha g\) and \(\beta g\) are reused.

The inverses must exist. The block \(\varepsilon\) describes a retained layer after \(N-1\) layers on each side have been eliminated. If \(H_e\) is their Hermitian matrix and \(V\) couples the retained layer to them, then \(\varepsilon=H_{00}+V(z-H_e)^{-1}V^\dagger\). The imaginary (anti-Hermitian) part of \((z-H_e)^{-1}\) is \(-\eta[(E-H_e)^2+\eta^2]^{-1}\), which is negative. The imaginary part of \(z-\varepsilon\) is therefore at least \(\eta\), so no vector is mapped to zero. The same argument holds at each iteration. The coupling \(H_{01}\) is never inverted and may be singular.

To see that the slab result converges, separate the crystal between layers \(N-1\) and \(N\). If \(G^c\) is the Green function of the separated pieces and \(U\) the removed coupling, then \(G=G^c+G^cUG\). Its surface block is

\[
G_{00}-G^{(N)}=G^{(N)}_{0,N-1}H_{01}G_{N0}.
\]

Here \(G^{(N)}_{0,N-1}\) joins the two ends of the slab. Both long-distance factors decay. Let \(W\) multiply layer \(m\) by \(e^{\kappa\min(m,N)}\), with \(\kappa>0\). Then \(WHW^{-1}=H+B\), where the altered couplings give

\[
\|B\|\le\|H_{01}\|\left[(e^\kappa-1)+(1-e^{-\kappa})\right]=2\|H_{01}\|\sinh\kappa.
\]

Choose \(\kappa\) so that the right side is \(\eta/2\). Because \(\|(z-H)^{-1}\|\le1/\eta\), the inverse of \(z-H-B\) is bounded by \(2/\eta\). Its block \((N,0)\) is \(e^{\kappa N}G_{N0}\), so \(\|G_{N0}\|\le(2/\eta)e^{-\kappa N}\). Using \(W^{-1}\) in place of \(W\) bounds the slab factor by \((2/\eta)e^{-\kappa(N-1)}\). The truncation thus converges at any fixed \(\eta>0\).

At \(\eta=0\) inside a band the argument fails, and so does convergence for the chain, since \(|\lambda|=1\) in equation (1). The physical order is \(N\to\infty\) first and \(\eta\to0\) afterwards. Outside the chain's band, \(|E|>2t\), the root \(\lambda\) is real with \(|\lambda|<1\) even at \(\eta=0\). The echo then decays without added damping.

## The semi-elliptic chain end

For the infinite chain, adding a site to the end must reproduce the same end. The stacking formula becomes \(G=1/(z-t^2G)\), or

\[
t^2G^2-zG+1=0,\qquad G=\frac{z-i\sqrt{4t^2-z^2}}{2t^2}.
\]

The root chosen has \(\mathrm{Im}\,G<0\) inside the band and equals \(\lambda/t\). For \(\eta\to0\) and \(|E|<2t\),

\[
\rho(E)=\frac{\sqrt{4t^2-E^2}}{2\pi t^2}. \qquad (3)
\]

At finite \(\eta\) the term \(z\) contributes \(\eta/(2t^2)\) to \(\mathrm{Im}\,G\). The real part of the square root changes only at order \(\eta^2\) away from the band edges. Hence

\[
\rho_\eta(E)\simeq\rho(E)-\frac{\eta}{2\pi t^2}. \qquad (4)
\]

This error comes from the broadening. More iterations do not remove it.

## The same chain inside graphene

At a zigzag edge, take one row of A and B atoms as a layer, with one \(\pi\) orbital on each atom. Let \(a=0.246\) nm be the edge period and \(k\) the edge wavenumber. An A atom has two B neighbours in its row, displaced by \(\pm a/2\) along the edge. Their phases add to the coupling

\[
-t\left(e^{ika/2}+e^{-ika/2}\right)=-tx,\qquad x=2\cos(ka/2).
\]

Each B atom has one bond, \(-t\), to the next row. For fixed \(k\) the sheet is therefore a chain with alternating hoppings \(-tx\) and \(-t\). At \(ka=2\pi/3\), \(x=1\) and the chain is uniform, so equation (3) applies to the edge atom. The row coupling has a single nonzero element in a \(2\times2\) matrix. A method that inverted it would fail here.

With \(t=2.70\) eV and \(\eta=0.001\) eV, decimation gives 0.117871 eV\(^{-1}\) at \(E=0\), against 0.117893 eV\(^{-1}\) from the semi-ellipse. At 5 eV the values are 0.044507 and 0.044529 eV\(^{-1}\). Both differences agree with the \(-2.18\times10^{-5}\) eV\(^{-1}\) of equation (4). The band-centre value, \(1/(\pi t)\), is 0.118 eV\(^{-1}\), or 3.21 per hartree.

The approach to the limit is shown at \(E=1\) eV with \(\eta=0.02\) eV, where the broadened density is 0.115418 eV\(^{-1}\). Two iterations give 0.321 eV\(^{-1}\), nearly three times too large. The slab then has four rows, or eight sites. Its standing waves vanish one site beyond each end, so its levels are \(2t\cos(j\pi/9)\), with end-site weights \(\tfrac29\sin^2(j\pi/9)\). The level \(j=4\) lies at 0.938 eV with weight 0.216. Its Lorentzian alone contributes

\[
\frac{0.216\times0.02}{\pi\,(0.062^2+0.02^2)}\simeq0.32\ \mathrm{eV}^{-1}.
\]

The excess is thus one slab level close to the chosen energy.

The effective coupling does not fall steadily either: its largest element runs 2.70, 3.13, 10.0, 2.82 eV over the first four table rows. That element joins two atoms \(L=2N-1\) bonds apart. Eliminating the \(L-1\) sites between them gives \(t^2\) times the corner element of their Green function, whose magnitude is \(t^{L-2}/|D_{L-1}|\). Thus

\[
|\alpha|=\frac{t^L}{|D_{L-1}|}=t\left|\frac{\lambda^{-1}-\lambda}{\lambda^{-L}-\lambda^L}\right|\simeq\frac{t\sin\theta}{|\sin L\theta|},
\]

where the last form holds while the damping over \(L\) sites is small. The coupling is large when \(L\theta\) is near a multiple of \(\pi\), and in this regime it does not fall below about \(t\sin\theta=2.65\) eV. A value well below that shows that damping has set in. A safe stopping test follows from the exact surface equation, which gives \(G_{00}-G^{(N)}=G^{(N)}\alpha G_{N0}\). Both Green-function blocks are bounded by \(1/\eta\), so the error is at most \(\|\alpha\|/\eta^2\). This bound is sufficient but very pessimistic. Since \(G_{N0}\) itself carries a factor \(\beta\), the error in the last table rows falls as \(|\alpha|^2\); at iteration 10 the bound is about 6 eV\(^{-1}\), while the error is \(1.4\times10^{-7}\) eV\(^{-1}\).

Once the echo is damped, convergence is fast. By equation (1), doubling \(M\) squares the factor \(\lambda^{2M}\). The absolute error in \(G\) falls from \(3.2\times10^{-4}\) to \(1.4\times10^{-7}\) and then to \(2.8\times10^{-14}\) eV\(^{-1}\) at iterations 9, 10 and 11.

The number of iterations follows from equation (2). Here \(s=\sqrt{5.40^2-1^2}=5.31\) eV. A relative error of \(10^{-10}\) needs about

\[
M=\frac{s\ln10^{10}}{2\eta}=\frac{5.31\times23.03}{0.04}\simeq3060
\]

sites, or 1530 rows. The omitted factor \(|1-\lambda^2|\), at most two, adds fewer than 50 rows. The next power of two is \(2^{11}=2048\), and 11 iterations are indeed needed. The same slab takes 2047 single additions, although stacking could stop near 1600 rows. Halving \(\eta\) to 0.01 and again to 0.005 eV raises the count to 12 and 13.

## States that belong to the edge

At other wavenumbers the edge can hold a state of its own. Look for a zero-energy state on the A atoms alone. The equation at the B atom of row \(m\) is \(-tx\psi_m-t\psi_{m+1}=0\), so \(\psi_{m+1}=-x\psi_m\). The state decays inward if \(|x|<1\), that is, for \(2\pi/3<ka<4\pi/3\). The geometric series \(\sum_m x^{2m}=1/(1-x^2)\) gives weight \(1-x^2\) on the edge atom. With \(\phi=ka\) and \(1-4\cos^2(\phi/2)=-1-2\cos\phi\), the average over all edge wavenumbers is

\[
\frac1{2\pi}\int_{2\pi/3}^{4\pi/3}(-1-2\cos\phi)\,d\phi=\frac{\sqrt3}{\pi}-\frac13=0.2180.
\]

Decimation gives 0.2180 as well.

At 1300 K, \(k_BT=0.112\) eV. Choose this as the Lorentzian half-width; it is an energy resolution, not a calculated lifetime. The edge states contribute \(0.218/(\pi\times0.112)=0.62\) eV\(^{-1}\) at zero energy. The full edge-atom value is 0.626 eV\(^{-1}\), against 0.0077 eV\(^{-1}\) for an interior atom, a ratio of about 81. The ratio belongs to this width. Halving the width doubles the edge-state part and also lowers the interior value, to 0.0045 eV\(^{-1}\), so the ratio rises to about 280.

## How far the model reaches a real edge

The parameters are rough typical values for graphene, and 1300 K is a rough temperature for its growth on copper. Several omitted effects are as large as the energy window \(k_BT\).

- **Second-neighbour hopping.** Take \(-t'\) with \(t'=0.1\) eV. In the edge state, the hopping within a row contributes \(-2t'\cos ka=t'(2-x^2)\). The hopping between rows contributes \(2(-t'x)(-x)=2t'x^2\). To first order the level lies at \(t'(2+x^2)\), between 0.2 and 0.3 eV, where 0.3 eV is the shifted Dirac energy. Decimation gives 0.238 eV at \(ka=0.8\pi\), in agreement. The flat edge band acquires a width of about 0.1 eV.
- **Edge bonding.** A changed edge-site energy enters through the starting value of \(\varepsilon_s\); the other updates are unaffected. With \(t'=0\), a shift of 0.5 eV moves the level at \(ka=0.8\pi\) to 0.305 eV.
- **Orbital overlap.** For neighbour overlap 0.1 the chain energies are \(-tf/(1+0.1f)\) with \(-2<f<2\). The band edges move from \(\pm5.40\) to \(-4.50\) and 6.75 eV, so the symmetric semi-ellipse is a poor description of the outer band.
- **Electron repulsion.** For fully polarised edge states, an on-site repulsion of 3 eV times the edge weight 0.218 gives a mean-field exchange splitting of about 0.65 eV at \(ka=\pi\), where the state lies wholly on the edge atom. At other wavenumbers the state spreads inward and the splitting is smaller, about 0.45 eV on average. This is a first-order estimate, not a self-consistent result.
- **Thermal motion.** Independent classical bonds of stiffness 3000 eV/nm\(^2\) have an rms stretch of \(\sqrt{0.112/3000}=0.0061\) nm. If the hopping falls by three times the relative stretch, its rms change is \(3\times2.7\times0.0061/0.142\simeq0.35\) eV, or 13% of \(t\). Such disorder also mixes edge wavenumbers.

The zero-energy contrast is sensitive to these omissions. If exchange moved all the edge states by \(\pm0.33\) eV, the largest shift in the estimate above, their contribution at zero would be multiplied by \(1/[1+(0.33/0.112)^2]\simeq0.1\), and the ratio to the interior would drop from about 80 to about 9. With the smaller, wavenumber-dependent shifts of the same estimate it drops to about 15. The copper substrate and edge reconstruction are absent too. So are the \(\sigma\) orbitals left dangling at a bare edge, to which arriving carbon can bond; the model describes only the \(\pi\) electrons. Nor does a density of states give an attachment rate. The factor of 81 is thus a property of the ideal nearest-neighbour edge, not a prediction for a growing one.

The decimation remains valid for a more complete Hamiltonian if it is written in orthonormal orbitals, quadratic in the electron operators, periodic along the edge and made of identical layers below the surface, with the surface layer coupled to them by the same \(H_{01}\). A surface layer with a different coupling can be added afterwards by one stacking step. If the orbitals overlap, with overlap matrix \(S\), the starting blocks must be taken from \(H-z(S-1)\) instead of \(H\), because \(zS-H=z-[H-z(S-1)]\). Then \(\alpha=H_{01}-zS_{01}\) and \(\beta=H_{01}^\dagger-zS_{01}^\dagger\); since \(z\) is complex, \(\beta\) is not the adjoint of \(\alpha\). The density formula must then change as well, since \(-\mathrm{Im}\,G_{00}/\pi\) no longer integrates to one state per orbital; a Mulliken density, for example, uses the diagonal of \(GS\), which also involves \(G\) between neighbouring orbitals. Longer-ranged hopping requires thicker layers. The complete numerical values are in the output below.

## Computed results

```
hopping t = 2.70 eV; edge period = 0.246 nm
row spacing = 0.2130 nm; bond = 0.1420 nm
temperature = 1300 K; kT = 0.1120 eV
random layers: worst relative residual = 6.2e-15
rank of 2x2 row coupling = 1
semi-ellipse test at ka = 2pi/3, eta = 0.001 eV
E (eV), decimated DOS (1/eV), semi-ellipse (1/eV)
0.0  0.117871  0.117893
1.0  0.115832  0.115853
3.0  0.098003  0.098025
5.0  0.044507  0.044529
predicted broadening error = -2.18e-05 1/eV
band-centre DOS = 3.2080 1/hartree
table: E = 1.0 eV, eta = 0.02 eV
n, spacing (nm), max|alpha| (eV), DOS (1/eV), |G error| (1/eV)
 0     0.213 2.700e+00 0.001334 4.24e-01
 1     0.426 3.129e+00 0.005578 5.98e-01
 2     0.852 1.001e+01 0.321384 3.18e+00
 3     1.704 2.817e+00 0.006979 3.41e-01
 4     3.409 3.012e+00 0.014177 3.22e-01
 5     6.817 3.712e+00 0.033761 3.06e-01
 6    13.635 5.247e+00 0.143235 3.31e-01
 7    27.269 1.825e+00 0.108185 1.03e-01
 8    54.539 7.780e-01 0.119634 1.55e-02
 9   109.078 1.123e-01 0.115405 3.21e-04
10   218.155 2.367e-03 0.115418 1.43e-07
11   436.311 1.052e-06 0.115418 2.82e-14
12   872.621 2.079e-13 0.115418 1.14e-15
exact broadened DOS = 0.115418 1/eV
relative tolerance = 1e-10
eta 0.020 eV: 11 iterations = 2047 row additions
eta 0.010 eV: 12 iterations = 4095 row additions
eta 0.005 eV: 13 iterations = 8191 row additions
mean edge-state weight = 0.21803
sqrt(3)/pi - 1/3 = 0.21800
edge DOS at half-width kT = 0.6264 1/eV
interior DOS at half-width kT = 0.00769 1/eV
edge/interior DOS ratio = 81.4
second-neighbour hopping = 0.10 eV
edge level: ka=0.8pi 0.238 eV; ka=pi 0.200 eV
Dirac energy with this hopping = 0.300 eV
edge-site shift 0.50 eV: level 0.305 eV
band edges without overlap = -5.40, 5.40 eV
band edges, overlap 0.10 = -4.50, 6.75 eV
repulsion 3.0 eV: exchange size = 0.65 eV
stiffness 3000 eV/nm^2; hop decay 3.0
thermal rms: bond 0.0061 nm; hopping 0.35 eV
```
